# Spreading resistance of a circular contact in a uniaxial conductor: a program that tests the result

```python
"""
Result under test: two half-spaces of a uniaxial conductor, joined through a
circular opening of radius a in a thin insulating plane normal to the symmetry
axis, have total resistance R = sqrt(rho_par * rho_perp) / (2 a).
rho_par  : resistivity along the symmetry axis
rho_perp : resistivity across the symmetry axis
Numerical solutions use a = 1 and resistivities in microohm cm, so a computed
resistance is in units of (microohm cm)/a until it is converted to ohm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import ellipk


def graded_edges(end, first=1.0e-3, growth=1.12):
    """Cell edges from 0 to end, finest at 0, growing geometrically."""
    count = int(np.ceil(np.log(1 + end * (growth - 1) / first) / np.log(growth)))
    edges = np.concatenate(([0.0], np.cumsum(growth ** np.arange(count))))
    return edges * end / edges[-1]


def solve_contact(rho_par, rho_perp, depth=1000.0, film=0.0, radius=1000.0):
    """Finite volumes in unscaled (r, z); both sides of the opening are solved.
    film is a specific resistance (resistivity times thickness) in the opening.
    Returns resistance, radial edges in the opening, enclosed current fraction."""
    inner, outer, half = graded_edges(1.0), graded_edges(radius), graded_edges(depth)
    r_edge = np.concatenate((1.0 - inner[::-1], 1.0 + outer[1:]))
    z_edge = np.concatenate((-half[::-1], half[1:]))
    r_mid = 0.5 * (r_edge[1:] + r_edge[:-1])
    z_mid = 0.5 * (z_edge[1:] + z_edge[:-1])
    dz = np.diff(z_edge)
    area = np.pi * np.diff(r_edge ** 2)
    nr, nz = len(r_mid), len(z_mid)
    cell = np.arange(nr * nz).reshape(nz, nr)
    middle = nz // 2
    n_open = len(inner) - 1

    g_radial = (2 * np.pi * dz[:, None] * r_edge[1:-1][None, :]
                / (rho_perp * np.diff(r_mid)[None, :]))
    specific = rho_par * np.diff(z_mid)
    specific[middle - 1] += film
    g_axial = area[None, :] / specific[:, None]
    g_axial[middle - 1, n_open:] = 0.0

    p = np.concatenate((cell[:, :-1].ravel(), cell[:-1].ravel()))
    q = np.concatenate((cell[:, 1:].ravel(), cell[1:].ravel()))
    g = np.concatenate((g_radial.ravel(), g_axial.ravel()))

    g_electrode = np.zeros((nz, nr))
    g_electrode[:, -1] += (2 * np.pi * r_edge[-1] * dz
                           / (rho_perp * (r_edge[-1] - r_mid[-1])))
    g_electrode[0] += area / (rho_par * 0.5 * dz[0])
    g_electrode[-1] += area / (rho_par * 0.5 * dz[-1])
    electrode_voltage = np.where(z_mid > 0, 1.0, 0.0)[:, None]
    source = (g_electrode * electrode_voltage).ravel()

    every = cell.ravel()
    rows = np.concatenate((p, q, p, q, every))
    cols = np.concatenate((p, q, q, p, every))
    vals = np.concatenate((g, g, -g, -g, g_electrode.ravel()))
    matrix = coo_matrix((vals, (rows, cols)), shape=(nr * nz, nr * nz)).tocsc()
    phi = spsolve(matrix, source, permc_spec="MMD_AT_PLUS_A").reshape(nz, nr)
    ring_current = (g_axial[middle - 1] * (phi[middle] - phi[middle - 1]))[:n_open]
    total = ring_current.sum()
    fraction = np.concatenate(([0.0], np.cumsum(ring_current))) / total
    return 1.0 / total, r_edge[:n_open + 1], fraction


def point_potential(x, y, z, rho):
    """Unit current fed into an insulated surface at the origin (z > 0 filled)."""
    return np.sqrt(rho[0] * rho[1] * rho[2]) / (
        2 * np.pi * np.sqrt(rho[0] * x**2 + rho[1] * y**2 + rho[2] * z**2))


def disc_potential(px, py, rho):
    """Surface potential at (px, py) for unit current with density
    1/(2 pi sqrt(1-r^2)) on the unit disc, by quadrature along rays."""
    nodes, weights = np.polynomial.legendre.leggauss(60)
    v, w = 0.5 * (nodes + 1), 0.5 * weights
    angles = 2 * np.pi * np.arange(600) / 600
    total = 0.0
    for angle in angles:
        ex, ey = np.cos(angle), np.sin(angle)
        along = px * ex + py * ey
        length = -along + np.sqrt(along**2 + 1 - px**2 - py**2)
        dist = length * (1 - v**2)
        density = 1 / (2 * np.pi * np.sqrt(
            1 - (px + dist * ex)**2 - (py + dist * ey)**2))
        kernel = point_potential(dist * ex, dist * ey, 0.0, rho)
        total += np.sum(w * 2 * length * v * dist * density * kernel)
    return total * 2 * np.pi / len(angles)


# The point-source potential obeys the anisotropic conduction equation.
x, y, z, r1, r2, r3 = sp.symbols("x y z r1 r2 r3", positive=True)
kernel_symbolic = 1 / sp.sqrt(r1 * x**2 + r2 * y**2 + r3 * z**2)
residual = sum(sp.diff(kernel_symbolic, c, 2) / r
               for c, r in ((x, r1), (y, r2), (z, r3)))
assert sp.simplify(residual) == 0

# Rough cobalt inputs at room temperature.
rho_par, rho_perp = 10.0, 5.5          # microohm cm
a_nm = 200.0
a = a_nm * 1e-9
to_ohm = 1e-8 / a                      # (microohm cm)/a in ohm
axis_normal = (rho_perp, rho_perp, rho_par)
axis_in_plane = (rho_par, rho_perp, rho_perp)

# It carries unit current through a hemisphere (gradient by finite differences).
nodes, weights = np.polynomial.legendre.leggauss(40)
cosines, cos_weights = 0.5 * (nodes + 1), 0.5 * weights
azimuth = 2 * np.pi * np.arange(80) / 80
C, A = np.meshgrid(cosines, azimuth, indexing="ij")
unit = np.array([np.sqrt(1 - C**2) * np.cos(A), np.sqrt(1 - C**2) * np.sin(A), C])
step = 1e-4
for rho in (axis_normal, axis_in_plane):
    outward = np.zeros_like(C)
    for i in range(3):
        shift = np.zeros((3, 1, 1))
        shift[i] = step
        slope = (point_potential(*(unit + shift), rho)
                 - point_potential(*(unit - shift), rho)) / (2 * step)
        outward -= unit[i] * slope / rho[i]
    flux = np.sum(cos_weights[:, None] * outward) * 2 * np.pi / len(azimuth)
    assert abs(flux - 1) < 1e-6

# The disc is an equipotential, for either orientation of the axis.
rho_eff = np.sqrt(rho_par * rho_perp)
places = ((0.0, 0.0), (0.5, 0.0), (0.3, 0.6), (-0.2, 0.7))
normal_values = np.array([disc_potential(*p, axis_normal) for p in places])
plane_values = np.array([disc_potential(*p, axis_in_plane) for p in places])
elliptic_parameter = 1 - rho_perp / rho_par
one_side_in_plane = rho_perp * ellipk(elliptic_parameter) / (2 * np.pi)
assert np.allclose(normal_values, rho_eff / 4, rtol=1e-6)
assert np.allclose(plane_values, one_side_in_plane, rtol=1e-6)

# Full two-sided solution; 1 % covers grid, edge singularity and finite box.
sweep = []
for ratio in (0.1, 1.0, 10.0):
    numeric, edges, fraction = solve_contact(ratio, 1.0)
    formula = np.sqrt(ratio) / 2
    assert abs(numeric / formula - 1) < 0.01
    half_radius = np.interp(0.5, fraction, edges)
    assert abs(half_radius - np.sqrt(3) / 2) < 0.01
    for position in (0.6, 0.9):
        k = np.argmin(abs(edges - position))
        assert abs(fraction[k] - (1 - np.sqrt(1 - edges[k]**2))) < 0.01
    sweep.append((ratio, numeric, formula, half_radius))

R_formula = rho_eff / 2 * to_ohm
numeric_cobalt = solve_contact(rho_par, rho_perp)[0]
R_numeric = numeric_cobalt * to_ohm
assert abs(R_numeric / R_formula - 1) < 0.01
R_in_plane = 2 * one_side_in_plane * to_ohm

# Electrodes at finite depth, compared with the sum over image sources.
depth_nm = 2000.0
stretch = np.sqrt(rho_par / rho_perp)
depth_change = solve_contact(rho_par, rho_perp, depth=depth_nm / a_nm)[0] / numeric_cobalt - 1
image_change = -2 * np.log(2) * a_nm / (np.pi * stretch * depth_nm)
assert abs(depth_change - image_change) < 0.003

# Resistive liner: the series sum is a lower bound; uniform flow, which costs
# 32/(3 pi^2) times the spreading resistance, gives an upper bound.
film_nm, film_rho = 2.0, 200.0
film_specific = film_rho * film_nm / a_nm
R_film = solve_contact(rho_par, rho_perp, film=film_specific)[0] * to_ohm
R_film_alone = film_specific / np.pi * to_ohm
assert R_film > 0.99 * (R_formula + R_film_alone)
assert R_film < 1.01 * (32 / (3 * np.pi**2) * R_formula + R_film_alone)

# Plug of finite length in the opening.
plug_nm = 20.0
R_plug = rho_par * 1e-8 * plug_nm * 1e-9 / (np.pi * a**2)
equal_plug_nm = R_formula * np.pi * a**2 / (rho_par * 1e-8) * 1e9

# Ballistic resistance: Drude form against a count of conducting channels.
free_path_nm = 10.0


def sharvin(rho_times_path, contact_radius):
    return 4 * rho_times_path / (3 * np.pi * contact_radius**2)


k_fermi = 1.0e10
density = k_fermi**3 / (3 * np.pi**2)
drude_product = const.hbar * k_fermi / (density * const.e**2)
channels = np.pi * a**2 * np.pi * k_fermi**2 / (2 * np.pi)**2
assert abs(sharvin(drude_product, a) * channels * 2 * const.e**2 / const.h - 1) < 1e-9
R_sharvin = sharvin(rho_eff * 1e-8 * free_path_nm * 1e-9, a)
small_nm = 10.0
small_a = small_nm * 1e-9
R_small = rho_eff * 1e-8 / (2 * small_a)
R_sharvin_small = sharvin(rho_eff * 1e-8 * free_path_nm * 1e-9, small_a)

# Warmer operation with a rough linear coefficient for both resistivities.
coefficient, warming = 0.006, 80.0
R_warm = R_formula * (1 + coefficient * warming)

print("Sweep with rho_perp = 1, a = 1 (R in units rho_perp/a):")
for ratio, numeric, formula, half_radius in sweep:
    print(f"  rho_par/rho_perp {ratio:5.1f}: R solved {numeric:.4f}, formula {formula:.4f}, "
          f"half-current radius {half_radius:.3f} a")
print("Cobalt example, rough inputs:")
print(f"  rho_par = {rho_par:.1f} microohm cm")
print(f"  rho_perp = {rho_perp:.1f} microohm cm")
print(f"  contact radius a = {a_nm:.0f} nm")
print(f"  axial stretch sqrt(rho_par/rho_perp) = {stretch:.4f}")
print(f"  rho_eff = {rho_eff:.3f} microohm cm")
print(f"  one-sided resistance = {R_formula / 2:.4f} ohm")
print(f"  two-sided resistance, formula = {R_formula:.4f} ohm")
print(f"  two-sided resistance, finite volumes = {R_numeric:.4f} ohm")
print(f"  solved/formula - 1 = {100 * (R_numeric / R_formula - 1):.2f} %")
print(f"  arithmetic mean of resistivities would give {(rho_par + rho_perp) / 4 * to_ohm:.4f} ohm")
print("Axis in the contact plane:")
print(f"  elliptic parameter m = {elliptic_parameter:.3f}, K(m) = {ellipk(elliptic_parameter):.4f}")
print(f"  two-sided resistance = {R_in_plane:.4f} ohm")
print(f"  change from axis-normal case = {100 * (R_in_plane / R_formula - 1):.1f} %")
print("Neglected effects:")
print(f"  mean free path (rough) = {free_path_nm:.0f} nm")
print(f"  Sharvin resistance at a = {a_nm:.0f} nm: {R_sharvin:.4f} ohm, "
      f"{100 * R_sharvin / R_formula:.1f} % of R")
print(f"  at a = {small_nm:.0f} nm: diffusive {R_small:.2f} ohm, Sharvin {R_sharvin_small:.2f} ohm, "
      f"ratio {R_sharvin_small / R_small:.2f}")
print(f"  liner: {film_nm:.0f} nm thick, {film_rho:.0f} microohm cm (rough)")
print(f"  liner alone, uniform current = {R_film_alone:.4f} ohm")
print(f"  series lower bound = {R_formula + R_film_alone:.4f} ohm")
print(f"  contact with liner, solved = {R_film:.4f} ohm, {100 * (R_film / R_formula - 1):.1f} % above R")
print(f"  plug {plug_nm:.0f} nm long adds about {R_plug:.4f} ohm, {100 * R_plug / R_formula:.1f} % of R")
print(f"  plug length whose resistance equals R = {equal_plug_nm:.0f} nm")
print(f"  electrodes at depth {depth_nm:.0f} nm: change solved {100 * depth_change:.2f} %, "
      f"images {100 * image_change:.2f} %")
print(f"  temperature coefficient (rough) = {coefficient:.3f} per K, warming = {warming:.0f} K")
print(f"  resistance when warmer = {R_warm:.4f} ohm, {100 * (R_warm / R_formula - 1):.0f} % above R")
print("every check passed")
```

Printed output:

```
Sweep with rho_perp = 1, a = 1 (R in units rho_perp/a):
  rho_par/rho_perp   0.1: R solved 0.1582, formula 0.1581, half-current radius 0.866 a
  rho_par/rho_perp   1.0: R solved 0.5007, formula 0.5000, half-current radius 0.866 a
  rho_par/rho_perp  10.0: R solved 1.5843, formula 1.5811, half-current radius 0.865 a
Cobalt example, rough inputs:
  rho_par = 10.0 microohm cm
  rho_perp = 5.5 microohm cm
  contact radius a = 200 nm
  axial stretch sqrt(rho_par/rho_perp) = 1.3484
  rho_eff = 7.416 microohm cm
  one-sided resistance = 0.0927 ohm
  two-sided resistance, formula = 0.1854 ohm
  two-sided resistance, finite volumes = 0.1857 ohm
  solved/formula - 1 = 0.16 %
  arithmetic mean of resistivities would give 0.1937 ohm
Axis in the contact plane:
  elliptic parameter m = 0.450, K(m) = 1.8139
  two-sided resistance = 0.1588 ohm
  change from axis-normal case = -14.4 %
Neglected effects:
  mean free path (rough) = 10 nm
  Sharvin resistance at a = 200 nm: 0.0079 ohm, 4.2 % of R
  at a = 10 nm: diffusive 3.71 ohm, Sharvin 3.15 ohm, ratio 0.85
  liner: 2 nm thick, 200 microohm cm (rough)
  liner alone, uniform current = 0.0318 ohm
  series lower bound = 0.2172 ohm
  contact with liner, solved = 0.2253 ohm, 21.5 % above R
  plug 20 nm long adds about 0.0159 ohm, 8.6 % of R
  plug length whose resistance equals R = 233 nm
  electrodes at depth 2000 nm: change solved -3.22 %, images -3.27 %
  temperature coefficient (rough) = 0.006 per K, warming = 80 K
  resistance when warmer = 0.2744 ohm, 48 % above R
every check passed
```
